# Damping limits for nonnegative absorption in a factorised phonon permittivity

## Problem

The infrared response of a polar film with one optical phonon mode can be fitted with the factorised permittivity

\[
\varepsilon(\omega)=\varepsilon_\infty\,
\frac{\omega_L^2-\omega^2-i\gamma_L\omega}{\omega_T^2-\omega^2-i\gamma_T\omega}.
\]

Here \(\omega_T\) and \(\omega_L\) are the transverse and longitudinal frequencies, and \(\gamma_T\) and \(\gamma_L\) are their dampings. Fields vary as \(e^{-i\omega t}\). All parameters are real and independent of frequency, with \(\varepsilon_\infty>0\), \(\omega_L>\omega_T>0\), \(\gamma_T>0\) and \(\gamma_L>0\). The film is nonmagnetic.

(a) Show that nonnegative absorption at every frequency means \(\operatorname{Im}\varepsilon(\omega)\ge 0\) for all \(\omega>0\).

(b) Find the two inequalities on \(\rho=\gamma_L/\gamma_T\) that guarantee this. Decide whether they are also necessary, and express the limits through the static permittivity.

(c) When an inequality fails, find the frequencies at which the model has gain. Describe the behaviour at the two edges of the allowed range.

(d) Can a Kramers-Kronig test detect a fit that violates the inequalities?

(e) A gallium nitride film of thickness 1000 nm is described, for its in-plane mode, by the rough values \(\omega_T=560\), \(\omega_L=740\), \(\gamma_T=6\) cm\(^{-1}\) and \(\varepsilon_\infty=5.3\). Three candidate fits have \(\gamma_L=9\) (A), 5 (B) and 12 cm\(^{-1}\) (C). Judge them, and estimate how effects outside the model bear on the verdict.

## Solution

### (a) Absorbed power and the sign of the imaginary part

The current density that represents the whole response of the film is the time derivative of the polarisation \(P=\varepsilon_0(\varepsilon-1)E\). With \(e^{-i\omega t}\) this gives

\[
J=-i\omega\varepsilon_0(\varepsilon-1)E .
\]

The cycle-averaged power delivered by the field per unit volume is

\[
p=\tfrac12\operatorname{Re}(J E^*)
=\tfrac12\varepsilon_0\omega\,|E|^2\operatorname{Re}[-i(\varepsilon-1)]
=\tfrac12\varepsilon_0\omega\,\operatorname{Im}\varepsilon\,|E|^2 ,
\]

because \(\operatorname{Re}(-iz)=\operatorname{Im}z\). For \(\omega>0\) the sign of \(p\) is the sign of \(\operatorname{Im}\varepsilon\). A negative value means that the film feeds energy into the wave, which an unpumped film cannot do in a steady state. With the opposite time convention \(\varepsilon\) is replaced by its complex conjugate and the condition becomes \(\operatorname{Im}\varepsilon\le0\); the inequalities on \(\rho\) are unchanged.

### (b) The two inequalities

Write \(a=\omega_L^2-\omega^2\) and \(b=\omega_T^2-\omega^2\). Multiplying numerator and denominator by the conjugate of the denominator gives

\[
\frac{\varepsilon}{\varepsilon_\infty}
=\frac{(a-i\gamma_L\omega)(b+i\gamma_T\omega)}{b^2+\gamma_T^2\omega^2}
=\frac{ab+\gamma_L\gamma_T\omega^2+i\omega(a\gamma_T-b\gamma_L)}{b^2+\gamma_T^2\omega^2}.
\]

The bracket in the imaginary part is

\[
a\gamma_T-b\gamma_L
=\gamma_T\omega_L^2-\gamma_L\omega_T^2+(\gamma_L-\gamma_T)\omega^2 .
\]

Hence

\[
\operatorname{Im}\varepsilon
=\frac{\varepsilon_\infty\,\omega\,S(\omega^2)}
{(\omega_T^2-\omega^2)^2+\gamma_T^2\omega^2},
\qquad
S(x)=\gamma_T\omega_L^2-\gamma_L\omega_T^2+(\gamma_L-\gamma_T)x .
\]

For \(\omega>0\) the denominator is positive, since \(\gamma_T>0\), and so is the factor \(\varepsilon_\infty\omega\). The sign is therefore that of \(S\), a straight line in \(x=\omega^2\), which has to be nonnegative on the half-line \(x>0\).

If the intercept \(S(0)\) and the slope are both nonnegative, \(S(x)\ge0\) for every \(x>0\). Conversely, a negative intercept makes \(S\) negative for small enough \(x\), by continuity, and a negative slope makes it negative for large enough \(x\). The two conditions are thus sufficient and necessary:

\[
\gamma_L-\gamma_T\ge0,
\qquad
\gamma_T\omega_L^2-\gamma_L\omega_T^2\ge0 .
\]

Dividing the first by \(\gamma_T\) and the second by \(\gamma_T\omega_T^2\), both positive, gives

\[
\boxed{\,1\le\frac{\gamma_L}{\gamma_T}\le\frac{\omega_L^2}{\omega_T^2}\,}
\]

At \(\omega=0\) the damping terms vanish, so \(\varepsilon(0)/\varepsilon_\infty=\omega_L^2/\omega_T^2\). The upper limit is the ratio of static to high-frequency permittivity. The lower inequality protects the high frequencies and the upper one the low frequencies.

The allowed interval of \(\gamma_L\) has width

\[
\gamma_T\left(\frac{\omega_L^2}{\omega_T^2}-1\right)
=\gamma_T\,\frac{\varepsilon(0)-\varepsilon_\infty}{\varepsilon_\infty}.
\]

A weak mode, whose two frequencies nearly coincide, therefore leaves little freedom for unequal dampings. In the limit \(\omega_L=\omega_T\) only \(\rho=1\) remains, and then \(\varepsilon=\varepsilon_\infty\). If \(\omega_L<\omega_T\), the upper limit lies below the lower one and no ratio is allowed.

The result belongs to a single mode. For a product of several such factors, separate passivity of each factor is not sufficient. Take two identical factors \(f\), each with \(\operatorname{Im}f>0\). Their product has \(\operatorname{Im}f^2=2\operatorname{Re}f\operatorname{Im}f\), which is negative wherever \(\operatorname{Re}f<0\), as happens in most of the band between \(\omega_T\) and \(\omega_L\) for weak damping. A multimode fit must be judged by the imaginary part of the full permittivity.

### (c) Where the gain appears, and the edges

At the two mode frequencies the line takes the values

\[
S(\omega_T^2)=\gamma_T(\omega_L^2-\omega_T^2),
\qquad
S(\omega_L^2)=\gamma_L(\omega_L^2-\omega_T^2).
\]

Both are positive, and a straight line that is positive at two points is positive between them. The band from \(\omega_T\) to \(\omega_L\) is absorbing for any positive dampings, so inspecting the fit there cannot reveal a violation.

For \(\rho\ne1\) the zero of \(S\) lies at

\[
\omega_c^2=\frac{\omega_L^2-\rho\,\omega_T^2}{1-\rho}.
\]

To locate it, subtract each squared mode frequency:

\[
\omega_c^2-\omega_L^2=\frac{\rho(\omega_L^2-\omega_T^2)}{1-\rho},
\qquad
\omega_c^2-\omega_T^2=\frac{\omega_L^2-\omega_T^2}{1-\rho}.
\]

- If \(0<\rho<1\), the first difference is positive, so \(\omega_c>\omega_L\). The slope of \(S\) is negative, and the model has gain at all \(\omega>\omega_c\).
- If \(\rho>\omega_L^2/\omega_T^2\), numerator and denominator of \(\omega_c^2\) are both negative, so \(\omega_c\) is real. The second difference is negative, so \(\omega_c<\omega_T\). The slope is positive, and the model has gain at \(0<\omega<\omega_c\).

The behaviour at the ends of the spectrum follows from the formula for \(\operatorname{Im}\varepsilon\). Its denominator tends to \(\omega^4\) at high and to \(\omega_T^4\) at low frequency. Strictly inside the allowed range,

\[
\operatorname{Im}\varepsilon\to
\frac{\varepsilon_\infty(\gamma_L-\gamma_T)}{\omega}
\quad(\omega\to\infty),
\qquad
\operatorname{Im}\varepsilon\to
\frac{\varepsilon_\infty(\gamma_T\omega_L^2-\gamma_L\omega_T^2)}{\omega_T^4}\,\omega
\quad(\omega\to0).
\]

At the lower edge, \(\rho=1\), the slope of \(S\) vanishes. What remains is the Lorentz oscillator, with

\[
\operatorname{Im}\varepsilon\to\frac{\varepsilon_\infty\gamma_T(\omega_L^2-\omega_T^2)}{\omega^3}
\quad(\omega\to\infty).
\]

At the upper edge the intercept vanishes, and the low-frequency absorption starts as \(\omega^3\) instead of \(\omega\):

\[
\operatorname{Im}\varepsilon\to\frac{\varepsilon_\infty(\gamma_L-\gamma_T)}{\omega_T^4}\,\omega^3
\quad(\omega\to0).
\]

The \(1/\omega\) tail is a defect that passivity does not cure. It makes \(\omega\operatorname{Im}\varepsilon\) approach a constant, so \(\int\omega\operatorname{Im}\varepsilon\,d\omega\) diverges. That integral measures the total oscillator strength, which is finite in a real solid. Constant unequal dampings can therefore describe only a limited frequency range, even when both inequalities hold.

### (d) Causality does not imply passivity

The poles of \(\varepsilon\) solve \(\omega^2+i\gamma_T\omega-\omega_T^2=0\):

\[
\omega_\pm=-\frac{i\gamma_T}{2}\pm\sqrt{\omega_T^2-\frac{\gamma_T^2}{4}} .
\]

If the root is real, both poles have imaginary part \(-\gamma_T/2\). If it is imaginary, its modulus is smaller than \(\gamma_T/2\), so both poles still lie below the real axis. If it vanishes, they merge at \(-i\gamma_T/2\). The damping \(\gamma_L\) does not enter. Thus \(\chi(\omega)=\varepsilon(\omega)-\varepsilon_\infty\) is analytic in the upper half plane, and it falls at least as fast as \(1/|\omega|\), whatever the value of \(\rho\). This is what the Kramers-Kronig relations require.

A form without a principal value is convenient for a numerical test. Take \(\xi>0\) and close the contour in the upper half plane. The arc contributes nothing, because the integrands below fall at least as \(1/|\omega|^2\). Cauchy's theorem gives

\[
\chi(i\xi)=\frac{1}{2\pi i}\int_{-\infty}^{\infty}\frac{\chi(\omega)}{\omega-i\xi}\,d\omega,
\qquad
0=\frac{1}{2\pi i}\int_{-\infty}^{\infty}\frac{\chi(\omega)}{\omega+i\xi}\,d\omega ,
\]

where the second integral vanishes because its pole at \(-i\xi\) lies outside the contour. Adding the two,

\[
\chi(i\xi)=\frac{1}{\pi i}\int_{-\infty}^{\infty}
\frac{\omega\,\chi(\omega)}{\omega^2+\xi^2}\,d\omega .
\]

On the real axis \(\chi(-\omega)=\chi(\omega)^*\). The real part of \(\chi\) is even and drops out against the odd factor \(\omega\), while the imaginary part is odd and contributes twice its integral over positive frequencies:

\[
\varepsilon(i\xi)=\varepsilon_\infty+\frac{2}{\pi}\int_0^\infty
\frac{\omega\operatorname{Im}\varepsilon(\omega)}{\omega^2+\xi^2}\,d\omega .
\]

For \(\xi=300\) cm\(^{-1}\) the integral form gives 8.355279 for fit B and 8.382733 for fit C. Direct substitution of \(\omega=i\xi\) into the model gives the same digits. Both fits violate the inequalities, as shown next, so a Kramers-Kronig test cannot expose them. The sign of \(\operatorname{Im}\varepsilon\) needs a test of its own.

### (e) The three fits

The formulas are homogeneous in frequency, so wavenumbers can be inserted directly. The upper limit is

\[
\frac{\omega_L^2}{\omega_T^2}=\frac{740^2}{560^2}=\frac{547600}{313600}=1.746,
\]

and the allowed range is \(6.00\le\gamma_L\le10.48\) cm\(^{-1}\), or 0.744 to 1.299 meV. Fit A has \(\rho=1.5\) and is passive. Fit B has \(\rho=0.833\) and fails the lower inequality; fit C has \(\rho=2\) and fails the upper one.

A search that uses only the sign of the complex permittivity, on a grid from 1 to \(10^5\) cm\(^{-1}\), puts the limits at 0.99998 and 1.74618. The small offset of the first comes from the end of the grid. By the formula for \(\omega_c^2-\omega_T^2\), the gain region moves beyond \(10^5\) cm\(^{-1}\) once \(1-\rho\) is below about \((547600-313600)/10^{10}=2.3\times10^{-5}\).

**Sign changes.** For fit B,

\[
\omega_c=\sqrt{\frac{547600-(5/6)\times313600}{1-5/6}}\approx1311\ \text{cm}^{-1},
\]

with gain above. For fit C,

\[
\omega_c=\sqrt{\frac{2\times313600-547600}{2-1}}\approx282\ \text{cm}^{-1},
\]

with gain below. A fit restricted to 300–1300 cm\(^{-1}\) would show neither fault.

**Size of the gain.** For fit C at 100 cm\(^{-1}\),

\[
S=6\times547600-12\times313600+6\times100^2=-417600,
\]

\[
\operatorname{Im}\varepsilon=
\frac{5.3\times100\times(-417600)}{(313600-10000)^2+(6\times100)^2}
=-2.40\times10^{-3}.
\]

To see what such a value does to a measurement, consider a free-standing slab of thickness \(d\) at normal incidence. Let \(n=\sqrt{\varepsilon}\), let \(r_1=(1-n)/(1+n)\) be the reflection coefficient of the front face, and let \(q=e^{i\omega nd/c}\) be the factor for one pass. Inside the slab each face reflects with \(-r_1\), and entering and leaving together contribute \(1-r_1^2\). Summing the multiple reflections gives

\[
r=r_1-\frac{(1-r_1^2)\,r_1q^2}{1-r_1^2q^2}=\frac{r_1(1-q^2)}{1-r_1^2q^2},
\qquad
t=\frac{(1-r_1^2)\,q}{1-r_1^2q^2}.
\]

With \(R=|r|^2\) and \(T=|t|^2\), the absorptance is \(1-R-T\). By energy balance it equals the absorbed power of part (a), integrated over the thickness and divided by the incident intensity \(\tfrac12\varepsilon_0c|E_0|^2\):

\[
1-R-T=\frac{\omega}{c}\operatorname{Im}\varepsilon\int_0^d\left|\frac{E(z)}{E_0}\right|^2dz .
\]

The integral is positive, so the absorptance has the sign of \(\operatorname{Im}\varepsilon\). For \(d=1000\) nm the values are:

| Fit | Wavenumber (cm\(^{-1}\)) | \(\operatorname{Im}\varepsilon\) | \(1-R-T\) |
|---|---:|---:|---:|
| A | 100 | \(2.84\times10^{-3}\) | \(1.65\times10^{-4}\) |
| A | 2000 | \(9.72\times10^{-3}\) | \(6.21\times10^{-3}\) |
| B | 100 | \(9.82\times10^{-3}\) | \(5.71\times10^{-4}\) |
| B | 2000 | \(-1.78\times10^{-3}\) | \(-1.14\times10^{-3}\) |
| C | 100 | \(-2.40\times10^{-3}\) | \(-1.40\times10^{-4}\) |
| C | 2000 | \(1.83\times10^{-2}\) | \(1.17\times10^{-2}\) |

Fit B makes \(R+T\) exceed one by about 0.1 % at 2000 cm\(^{-1}\), and fit C by about 0.01 % at 100 cm\(^{-1}\). These are not the largest values: the excess of fit C peaks at about 0.03 % near 200 cm\(^{-1}\), and below 4000 cm\(^{-1}\) that of fit B peaks at about 0.16 % near 2380 cm\(^{-1}\). The numbers refer to a free-standing slab; a substrate changes their size. The excesses are unphysical, yet small enough to pass unnoticed in a comparison of spectra with larger errors.

**Uncertainty of the verdict.** Suppose each damping has an independent standard error of 0.5 cm\(^{-1}\). To first order, the standard error of \(\rho\) for fit A is

\[
1.5\sqrt{(0.5/6)^2+(0.5/9)^2}=0.15 .
\]

The margin to the upper limit is 0.25. In a sample of normally distributed dampings with these errors, 7 % of the ratios fall outside the window, whose limits are held fixed. The two rejections carry a similar doubt: with the same errors, about 8 % of the ratios around fit B and about 6.5 % of those around fit C fall inside the window. Correlated fit errors would change these shares. It is safer to impose the inequalities during the fit than to rely on the best values satisfying them.

**The real film.** The parameters are rough values for gallium nitride, and a real film departs from the model in several ways.

Free carriers matter most at low frequency. They add

\[
\varepsilon_D=-\frac{\varepsilon_\infty\omega_p^2}{\omega(\omega+i\gamma_p)},
\qquad
\omega_p^2=\frac{Ne^2}{\varepsilon_0\varepsilon_\infty m},
\qquad
\gamma_p=\frac{e}{m\mu}.
\]

For \(N=10^{17}\) cm\(^{-3}\), \(m=0.2\,m_e\) and \(\mu=300\) cm\(^2\)/Vs, one finds \(\omega_p=92\) and \(\gamma_p=156\) cm\(^{-1}\). The carrier contribution to \(\operatorname{Im}\varepsilon\) is then 2.04 at 100 cm\(^{-1}\), which swamps the gain of fit C. At fixed mobility, about \(1.2\times10^{14}\) cm\(^{-3}\) already suffices to cancel it at that frequency, and about \(7.3\times10^{14}\) cm\(^{-3}\) cancels it over the whole range below 282 cm\(^{-1}\). At 2000 cm\(^{-1}\) the \(10^{17}\) cm\(^{-3}\) carriers add only \(8.7\times10^{-4}\), and fit B keeps its gain there. The margin is modest. With the scattering rate held at the value set by the mobility, which need not apply at such high frequencies, the total is negative only above about 1656 cm\(^{-1}\), instead of 1311 cm\(^{-1}\) for the phonon factor alone, and at the same mobility about \(2.1\times10^{17}\) cm\(^{-3}\) would cancel the gain at 2000 cm\(^{-1}\). A positive total thus does not show that the phonon factor is passive by itself.

At high frequency the weakest assumption is constant damping. At 2000 cm\(^{-1}\) fit A has 8.9 times the \(\operatorname{Im}\varepsilon\) of a model with \(\gamma_L=\gamma_T=6\) cm\(^{-1}\) and all else equal. This frequency exceeds twice \(\omega_L\), where decay into two phonons is no longer available, so neither tail should be read as a prediction of the film's absorption.

The remaining effects are smaller here:

- **Anisotropy.** With rough values of 530 and 735 cm\(^{-1}\) for the mode along the crystal axis, the upper limit there is 1.92 instead of 1.75. Each direction needs its own test.
- **Heating from 300 to 400 K.** Assumed shifts of \(-1.5\) cm\(^{-1}\) for \(\omega_T\) and \(-2.5\) cm\(^{-1}\) for \(\omega_L\) leave the limit at 1.74. If each damping scales as \(1+2n_B(\omega/2)\), with \(n_B\) the Bose occupation, as for decay into two equal phonons, \(\rho\) of fit A falls from 1.50 to 1.45. This is only a size estimate. In gallium nitride, phonons of 370 cm\(^{-1}\) would lie in the gap between the acoustic and optical branches, so the longitudinal mode cannot decay in this way. If it decays into phonons of 560 and 180 cm\(^{-1}\) instead, with the transverse damping scaled as before, \(\rho\) falls only to 1.49.
- **Electronic dispersion.** A single lossless electronic oscillator at 3.4 eV raises \(\varepsilon_\infty\) by 0.43 % at 2000 cm\(^{-1}\). A positive real prefactor does not alter the sign of \(\operatorname{Im}\varepsilon\).

None of these estimates changes the classification of the three phonon factors at the stated parameters. Most of the values are in the numerical output.

## Computed values

```
wT, wL, gT = 560, 740, 6 cm^-1; einf = 5.3
film thickness = 1000 nm
upper limit of gL/gT = 1.7462
static permittivity = 9.255
thresholds found on grid = 0.99998, 1.74618
allowed gL = 6.00 to 10.48 cm^-1
allowed gL = 0.744 to 1.299 meV
random sets: passive 573, not passive 1405
random sets with wL < wT (none passive) = 324
fit A: gL = 9 cm^-1, gL/gT = 1.5000
  100 cm^-1: Im eps = 2.836e-03, 1-R-T = 1.649e-04
  2000 cm^-1: Im eps = 9.721e-03, 1-R-T = 6.209e-03
fit B: gL = 5 cm^-1, gL/gT = 0.8333
  100 cm^-1: Im eps = 9.819e-03, 1-R-T = 5.707e-04
  2000 cm^-1: Im eps = -1.780e-03, 1-R-T = -1.142e-03
fit C: gL = 12 cm^-1, gL/gT = 2.0000
  100 cm^-1: Im eps = -2.401e-03, 1-R-T = -1.397e-04
  2000 cm^-1: Im eps = 1.835e-02, 1-R-T = 1.168e-02
fit B: gain above 1310.6 cm^-1
fit C: gain below 282.1 cm^-1
log slope of Im eps, high_inside = -1.0000
log slope of Im eps, high_edge = -3.0000
log slope of Im eps, low_inside = 1.0000
log slope of Im eps, low_edge = 3.0000
fit B: eps(i*300 cm^-1) integral 8.355279, direct 8.355279
fit C: eps(i*300 cm^-1) integral 8.382733, direct 8.382733
carriers: 1e+17 cm^-3, mass 0.2 m_e, mobility 300 cm2/Vs
screened plasma frequency = 92.0 cm^-1
carrier scattering rate = 155.6 cm^-1
Drude Im eps at 100 cm^-1 = 2.040e+00
Drude Im eps at 2000 cm^-1 = 8.672e-04
density hiding gain of C at 100 cm^-1 = 1.18e+14 cm^-3
axis mode wT, wL = 530, 735 cm^-1
upper limit along axis = 1.9232
assumed shifts, 300 to 400 K: -1.5, -2.5 cm^-1
upper limit at 400 K = 1.7437
gL/gT of fit A at 400 K (decay estimate) = 1.4521
gap for dispersion estimate = 3.4 eV
electronic change of einf at 2000 cm^-1 = 0.43 %
equal-damping Im eps at 2000 cm^-1 = 1.095e-03
tail ratio, fit A to equal damping = 8.88
assumed standard error of each damping = 0.5 cm^-1
standard error of gL/gT, fit A = 0.150
margin of fit A to upper limit = 0.246
sampled share outside window = 7.0 %
```
